# Leading image-charge correction for a triply charged defect in a cubic supercell

## Question

I am stuck on an exercise about charged point defects in a wide-gap semiconductor. A defect with charge $-3$ sits in a cubic supercell of edge 12 Å, the host has relative permittivity 9, and I have to find the leading charge correction to the formation energy.

I know the answer should look like (charge)²/(length) times a lattice constant, and I have seen 2.837 quoted for that constant. Without the permittivity I get about 15.3 eV, which cannot be right. Since the electric field is reduced by a factor 9 and the energy goes as the field squared, I divided by 81 and got 0.19 eV. A colleague says to divide by 9 only.

I am also unsure of the sign. The periodic images all carry the same charge and repel each other, so the supercell energy should be too high and the correction negative. Yet the correction is supposed to be added. Where does 2.837 come from, which power of the permittivity is right, and what is the sign?

## Answer

Your colleague is right about the permittivity, and the correction is positive. Both points, and the constant, follow from the electrostatics of one cell.

### What is being corrected

We want the energy of one defect in an infinite crystal. The calculation instead repeats the defect on a simple cubic lattice of edge $L$ and volume $V=L^3$. A lattice of net charges has no finite energy per cell, so a uniform background of total charge $-q$ per cell is added. The correction is defined by

$$E_{\rm isolated}\simeq E_{\rm supercell}+E_{\rm corr}.$$

The formation energy receives the same addition.

For the leading term I assume that the defect charge is localized well inside the cell, and that the host responds as a uniform, isotropic, linear dielectric. Charges $q$ are in units of $e$. A unit charge in vacuum has potential $1/r$, and energies are multiplied at the end by $k=e^2/(4\pi\epsilon_0)=14.39965$ eV Å.

### One power of the permittivity, not two

Take one Fourier component, with wavevector $G$, of the charge density that the host must screen (defect plus background). Let $d$ be its displacement amplitude divided by $4\pi$, and $p$ the amplitude of the polarization along the wavevector. The field amplitude is $4\pi(d-p)$. A transverse polarization would cost energy without reducing this field, so it is absent.

The energy has two parts. The field stores (field)²/$8\pi$, and polarizing a medium of susceptibility $\chi$ costs $p^2/2\chi$:

$$F(p)=2\pi(d-p)^2+\frac{p^2}{2\chi}.$$

The host chooses the $p$ that minimizes $F$:

$$-4\pi(d-p)+\frac{p}{\chi}=0
\quad\Rightarrow\quad
p=\frac{4\pi\chi}{1+4\pi\chi}\,d .$$

With $\epsilon=1+4\pi\chi$ this means $d-p=d/\epsilon$ and $p=4\pi\chi d/\epsilon$. Inserting both,

$$F_{\min}=\frac{2\pi d^2}{\epsilon^2}+\frac{8\pi^2\chi d^2}{\epsilon^2}
=\frac{2\pi d^2}{\epsilon^2}(1+4\pi\chi)=\frac{2\pi d^2}{\epsilon}.$$

Your argument kept the first part, which does fall as $1/\epsilon^2$. The second part is the energy stored in the polarized host. For $\epsilon=9$ the field holds 1/9 of the total and the polarization 8/9. The total is the vacuum energy divided by $\epsilon$ once. This holds for each component, so it holds for the periodic array and for the isolated charge alike.

### From the energy to a potential at one site

The electrostatic energy per cell is $\frac12\int_{\rm cell}\rho\,\phi\,d^3r$, where $\phi$ is the screened potential of the whole array. Choose the constant in $\phi$ so that its cell average is zero. The uniform background then contributes nothing to this integral, although it still helps to produce $\phi$.

Near a point charge $q$, the potential is

$$\phi(\mathbf r)=\frac{q}{\epsilon}\left[\frac1r+w(\mathbf r)\right],\qquad v\equiv w(0).$$

The $1/r$ part is also present for an isolated charge, and its self-energy cancels in the difference. What remains is

$$U_{\rm per}-U_{\rm iso}=\frac{kq^2v}{2\epsilon}.$$

Here $v$ is the potential at a unit charge due to all its images and the complete background. It has the dimension of inverse length, and $L$ is the only length available, so we may write $v=-\alpha/L$ with a pure number $\alpha$. Therefore

$$\boxed{E_{\rm corr}=U_{\rm iso}-U_{\rm per}=\frac{\alpha kq^2}{2\epsilon L}}$$

This is the leading Makov–Payne term. It remains to find $\alpha$ and its sign.

### Splitting the lattice sum

The sum of $1/R$ over images diverges before the background is included. Split each unit charge's potential into a short-range and a smooth part:

$$\frac1r=\frac{\operatorname{erfc}(\eta r)}{r}+\frac{\operatorname{erf}(\eta r)}{r},$$

where $\eta>0$ is arbitrary.

**Smooth part.** The function $\operatorname{erf}(\eta r)/r$ is the potential of the unit Gaussian charge $(\eta^3/\pi^{3/2})e^{-\eta^2r^2}$. To see this, integrate the Gaussian out to radius $r$. The enclosed charge is

$$Q(r)=\operatorname{erf}(\eta r)-\frac{2\eta r}{\sqrt\pi}e^{-\eta^2r^2},$$

and $-\frac{d}{dr}[\operatorname{erf}(\eta r)/r]=Q(r)/r^2$, as Gauss's law requires. Completing the square along each axis gives the Gaussian's Fourier transform, $e^{-G^2/4\eta^2}$. Poisson's equation multiplies it by $4\pi/G^2$. At the origin the periodic sum is thus

$$\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}.$$

The background cancels the $G=0$ charge, and omitting that term gives this part zero average.

**Short-range part.** This converges rapidly in real space, but its average is not zero. Integrating the sum over one cell is the same as integrating one term over all space. By parts,

$$\int\frac{\operatorname{erfc}(\eta r)}{r}d^3r
=4\pi\int_0^\infty r\operatorname{erfc}(\eta r)\,dr
=4\pi\frac{\eta}{\sqrt\pi}\int_0^\infty r^2e^{-\eta^2r^2}dr
=\frac{\pi}{\eta^2}.$$

The last radial integral is $\sqrt\pi/(4\eta^3)$. We must therefore subtract $\pi/(\eta^2V)$.

**The charge's own potential.** The site's own term in the short-range sum must lose its $1/r$:

$$\lim_{r\to0}\left[\frac{\operatorname{erfc}(\eta r)}r-\frac1r\right]
=-\lim_{r\to0}\frac{\operatorname{erf}(\eta r)}r=-\frac{2\eta}{\sqrt\pi}.$$

Collecting the parts,

$$v=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}R
+\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}
-\frac{\pi}{\eta^2V}-\frac{2\eta}{\sqrt\pi}.$$

### Evaluating the constant by hand

Choose $\eta=\sqrt\pi/L$. For the simple cubic lattice, $R=L|\mathbf n|$ and $G=2\pi|\mathbf n|/L$, with integer vectors $\mathbf n$. Then $G^2/4\eta^2=\pi n^2$, and the reciprocal prefactor becomes

$$\frac{4\pi}{L^3}\frac{L^2}{4\pi^2n^2}=\frac{1}{\pi n^2L}.$$

The two constants are $-1/L$ and $-2/L$. Since $\alpha=-vL$,

$$\alpha=3-\sum_{\mathbf n\ne0}\left[\frac{\operatorname{erfc}(\sqrt\pi\,|\mathbf n|)}{|\mathbf n|}+\frac{e^{-\pi n^2}}{\pi n^2}\right].$$

The first three shells contribute as follows.

| $n^2$ | Vectors | Real sum | Reciprocal sum |
|---|---|---|---|
| 1 | 6 | 0.073133 | 0.082533 |
| 2 | 12 | 0.003333 | 0.003567 |
| 3 | 8 | 0.000065 | 0.000068 |

Their total is 0.162699, so $\alpha\simeq3-0.162699=2.837301$. The converged value is 2.837297. This is your 2.837.

### Why the sign is positive

You counted the repulsion between images but not the attraction between each charge and the background. A second way of finding $\alpha$ shows the balance.

Give each unit point charge its own cube of background, with charge $-1$ and edge $L$. These neutral cubes fill space and reproduce the same total charge density. Inversion symmetry removes a cube's odd moments (dipole, octupole), and cubic symmetry removes its quadrupole moment. Its outside potential falls at least as fast as $r^{-5}$, so the sum over cubes converges absolutely, with no dependence on the order of summation.

In units of $1/L$, the potential at one point charge, without its own $1/r$, has three contributions:

- Its own background cube gives $-2.380077$.
- All other neutral cubes together give $+0.066379$.
- Restoring zero average potential gives $-0.523599$.

The last number needs a derivation. The average potential of the array is $1/V$ times the space integral of one cube's potential, which is the $G\to0$ limit of $4\pi\rho(\mathbf G)/G^2$. For a neutral cubic charge distribution, expanding $e^{-i\mathbf G\cdot\mathbf r}$ to second order gives

$$\rho(\mathbf G)\simeq-\frac{G^2}{6}\int\rho r^2d^3r,
\qquad
\bar\phi=-\frac{2\pi}{3V}\int\rho r^2d^3r.$$

For $L=1$ the point charge at the centre adds nothing to the second moment. The background gives $-3\times\frac1{12}=-\frac14$, because each coordinate has mean square $1/12$. Hence $\bar\phi=+\pi/6=0.523599$, which must be subtracted.

The sum is

$$vL=-2.380077+0.066379-0.523599=-2.837297,$$

in agreement with the split lattice sum. The other neutral cells do raise the potential, but slightly. The attraction of the charge to its own background is much larger. The artificial environment therefore lowers the supercell energy, and the correction must raise it.

### The requested number

With $q=-3$, $\epsilon=9$ and $L=12$ Å,

$$E_{\rm corr}=\frac{2.8373\times14.39965\ \text{eV Å}\times(-3)^2}{2\times9\times12\ \text{Å}}
=\frac{40.856\ \text{eV}}{24}=1.702\ \text{eV}.$$

**The leading correction is about $+1.70$ eV, added to the supercell formation energy.** A charge of $+3$ would give the same result, because this term contains $q^2$.

In this exercise $q^2=\epsilon$, which makes errors hard to recognize from the number alone. Dividing the vacuum result of 15.32 eV by 81 gives 0.189 eV. Using the correct permittivity but taking $|q|=1$ gives the same 0.189 eV.

Doubling the edge to 24 Å halves the correction to 0.851 eV, although the cell then contains eight times as many atoms. Reducing it to 0.1 eV by size alone would require an edge of $12\times1.702/0.1\simeq204$ Å. This slow decay is the reason for correcting the energy instead of merely enlarging the cell.

### What it does to a charge-transition level

Suppose the same defect can also have charge $-2$. Its leading correction is $(4/9)\times1.702=0.757$ eV. The formation energies depend on the Fermi level $E_F$ through $qE_F$, so the two charge states are equally stable when

$$E_{-3}-3E_F=E_{-2}-2E_F
\quad\Rightarrow\quad E_F=E_{-3}-E_{-2},$$

where $E_{-3}$ and $E_{-2}$ are the formation energies at $E_F=0$. The corrections move this level up by the difference, $(1-4/9)\times1.702=0.946$ eV.

For a deep acceptor in a power device, such a shift matters: it changes the range of Fermi levels over which the defect holds its third electron, and hence how much donor charge it can compensate. Without the correction, the $-3$ state would appear stable over too wide a range, within this leading-order model.

### How good is "leading"?

A real defect charge has a finite extent. The function $w$ above lets us estimate what this does. Away from the images, the unit background density $-1/V$ gives $\nabla^2w=4\pi/V$. Cubic symmetry then fixes the expansion to

$$w(\mathbf r)=-\frac{\alpha}{L}+\frac{2\pi r^2}{3V}+\cdots,$$

since $\nabla^2r^2=6$. The omitted terms are harmonic and have angular order four or higher.

Now replace the point charge by a Gaussian of standard deviation $s$ along each axis. Its energy shift is the average of $w(\mathbf r-\mathbf r')$ over two independent positions in the Gaussian, multiplied by $kq^2/2\epsilon$. The mean square separation is $6s^2$: each axis contributes $s^2+s^2$. The separation is distributed spherically, so the omitted harmonic terms average to zero, apart from exponentially small effects of charges reaching their images. Thus

$$U_{\rm iso}-U_{\rm per}\simeq
\frac{kq^2}{2\epsilon}\left[\frac{\alpha}{L}-\frac{2\pi}{3L^3}\,6s^2\right]
=\frac{\alpha kq^2}{2\epsilon L}-\frac{2\pi kq^2s^2}{\epsilon L^3}.$$

For $s=1$ Å in the 12 Å cell, the second term is $-0.052$ eV, about 3% of the leading term. The formula predicts $1.702-0.052=1.650$ eV. Direct evaluation gives an isolated energy of 4.0621 eV and a periodic energy of 2.4121 eV, whose difference is also 1.650 eV. In the 24 Å cell the second term is only $-0.0065$ eV: it falls by a factor eight while the leading term falls by two. The separate energies and the checks on $\alpha$ are in the numerical output below.

The 3% belongs to this Gaussian model. It is not an error estimate for a real defect. The charge can be broader or have a more complicated shape, and a real host does not screen with the full $\epsilon$ on the scale of 1 Å. If $1/\epsilon(G)\simeq1/\epsilon+bG^2$ at small $G$, the leading term is unchanged, but the $L^{-3}$ term becomes $2\pi kq^2(b-s^2/\epsilon)/L^3$, which is positive when $b>s^2/\epsilon$. Neither the size nor the sign of the $-0.052$ eV carries over to a real crystal.

### When to trust the 1.70 eV

**Choice of permittivity.** If the ions relax around the charged defect, use the static permittivity, which includes their response. If the ions are held at their host positions, use the electronic permittivity. The value 9 must represent the response that the supercell calculation allows. A vertical transition, in which the electrons change but the ions keep the positions of another charge state, mixes the two responses and needs a separate treatment.

**Cell and host.** The value $\alpha=2.8373$ belongs to a simple cubic array of defects. What counts is the lattice formed by the repeated supercells, not the crystal structure inside them. An elongated cell needs another lattice sum, and even the sign can change: for a tetragonal cell with $c/a$ above about 3.7 the leading correction is negative. An anisotropic host needs its permittivity tensor.

**Potential alignment.** The defect also rearranges charge locally without changing the net charge. By the formula for $\bar\phi$, a neutral rearrangement with a nonzero second moment shifts the average potential in proportion to $1/V$. A charged defect feels this as an energy proportional to $q/V$. It is of order $L^{-3}$ and is not contained in the 1.70 eV. For the Gaussian above, it is the finite-extent term itself: spreading a point charge into the Gaussian is a neutral rearrangement with second moment $3qs^2$, and $q$ times the screened average potential is $-2\pi kq^2s^2/(\epsilon L^3)$. Count this effect once, either as alignment or as finite extent. If you use a correction scheme that already includes the point-charge term together with alignment, do not add 1.70 eV a second time.

**Localization.** The result fails if the three extra electrons are not bound at the defect. In the extreme case where their charge spreads uniformly through the cell, it cancels the uniform background everywhere. There is then no macroscopic field from this charge, and the point-charge correction would add an energy for an interaction that is absent. Before applying the formula, inspect the density of the defect states that hold the added electrons and check that it is confined to a region small compared with 12 Å. The total density difference between charge states is not the right test, because it also contains the host's screening charge, which is spread through the cell even for a well-bound defect.

## Computed results

```
charge q = -3 e
cell edge L = 12.0 angstrom
relative permittivity = 9.0
Coulomb constant k = 14.39965 eV angstrom
shells for alpha: n^2, vectors, real sum, reciprocal sum
  1   6  0.073133  0.082533
  2  12  0.003333  0.003567
  3   8  0.000065  0.000068
alpha from three shells = 2.837301
alpha, converged = 2.837297
alpha, other splitting (eta L = 2.4) = 2.837297
neutral cells: home cube potential = 2.380077 (unit edge)
neutral cells: outer cells = 0.066379 (unit edge)
neutral cells: mean potential = 0.523599 (unit edge)
alpha from neutral cells = 2.83730
screening ratio from minimization = 9.000000
leading correction = 1.7023 eV
same, |q| = 1: 0.1891 eV
same, permittivity 1: 15.3210 eV
same, edge 24 angstrom: 0.8512 eV
Gaussian width s = 1.0 angstrom
Gaussian, edge 12 angstrom:
  periodic energy = 2.4121 eV
  isolated energy = 4.0621 eV
  isolated minus periodic = 1.6500 eV
  next term = -0.0524 eV
Gaussian, edge 24 angstrom:
  periodic energy = 3.2174 eV
  isolated energy = 4.0621 eV
  isolated minus periodic = 0.8446 eV
  next term = -0.0065 eV
```
